# One-Loop Electron Self-Energy in a General Covariant Gauge: verification in Python

```python
"""One-loop electron self-energy in a general covariant gauge.

Result under test: with a = alpha/(4 pi), d = 4 - 2 eps and
Sigma = pslash*Sigma_V + m*Sigma_S, the ultraviolet poles are
Sigma_V: -xi*a/eps and Sigma_S: (3 + xi)*a/eps. Hence the pole of Z2 is
-xi*a/eps (zero in Landau gauge xi = 0), while the order-alpha pole mass
M = m*[1 + a*(4 + 3 ln(mu^2/m^2))] does not depend on xi.
Symbols: s = p^2, W = sqrt(s), mu = MS-bar scale, ell = ln(m^2/mu^2).
Units: hbar = c = m = 1. Self-energy functions are in units of a.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import gamma, roots_gegenbauer

GAUGES = (0.0, 1.0, 3.0)


def check_gamma_algebra():
    """Explicit matrices in 2 and 4 dimensions, random momenta."""
    s1 = np.array([[0, 1], [1, 0]], complex)
    s2 = np.array([[0, -1j], [1j, 0]])
    s3 = np.diag([1.0 + 0j, -1.0])
    two = [s1, 1j * s2]
    four = [np.kron(s3, np.eye(2))]
    four += [np.kron(1j * s2, sig) for sig in (s1, s2, s3)]
    rng = np.random.default_rng(4)
    worst = 0.0
    for mats in (two, four):
        d = len(mats)
        metric = np.array([1.0] + [-1.0] * (d - 1))
        one = np.eye(len(mats[0]))

        def slash(v):
            return sum(g * x * y for g, x, y in zip(metric, v, mats))

        def square(v):
            return np.sum(metric * v * v)

        p, k = rng.normal(size=(2, d))
        q, m = p - k, 0.7
        inner = slash(q) + m * one
        contracted = sum(g * y @ inner @ y for g, y in zip(metric, mats))
        expected = -(d - 2) * slash(q) + d * m * one
        worst = max(worst, np.abs(contracted - expected).max())
        sandwich = slash(k) @ inner @ slash(k)
        reduced = ((square(p) - m**2) * slash(k)
                   - square(k) * (slash(p) - m * one)
                   - (square(q) - m**2) * slash(k))
        worst = max(worst, np.abs(sandwich - reduced).max())
    return worst


def direct_integral(s, eps, xi):
    """Wick-rotated loop integral from the Feynman rules, mu = m = 1."""
    d = 4 - 2 * eps
    P = np.sqrt(complex(-s))          # imaginary for timelike p below threshold
    z, weight = roots_gegenbauer(120, (d - 2) / 2)
    step = 0.02
    K = np.exp(np.arange(-30, 42, step))[:, None]
    KP = K * P * z
    QP = P**2 - KP
    KQ = KP - K**2
    Q2 = K**2 + P**2 - 2 * KP
    scalar = d - (1 - xi)
    vector = (-(d - 2) * QP / P**2
              - (1 - xi) * (2 * KQ * KP / (P**2 * K**2) - QP / P**2))
    area = 2 * np.pi**((d - 1) / 2) / gamma((d - 1) / 2)
    norm = 16 * np.pi**2 * area / (2 * np.pi)**d
    norm *= (np.exp(np.euler_gamma) / (4 * np.pi))**eps
    measure = norm * step * weight * K**(d - 2) / (Q2 + 1)
    return np.sum(measure * vector).real, np.sum(measure * scalar).real


def parameter_integrals(s, eps, mu2=1.0):
    """Feynman-parameter integrals B, V, C in d dimensions, m = 1."""
    def delta(x):
        return x * (1 - s + x * s)
    common = mp.exp(mp.euler * eps) * mp.mpf(mu2)**eps
    B = common * mp.gamma(eps) * mp.quad(lambda x: delta(x)**(-eps), [0, 1])
    V = common * mp.gamma(eps) * mp.quad(
        lambda x: (1 - x) * delta(x)**(-eps), [0, 1])
    C = -common * mp.gamma(1 + eps) * mp.quad(
        lambda x: x * (1 - x) * delta(x)**(-1 - eps), [0, 1])
    return B, V, C


def parameter_formula(s, eps, xi, mu2=1.0):
    d = 4 - 2 * eps
    B, V, C = parameter_integrals(s, eps, mu2)
    vector = -(d - 2) * V + (1 - xi) * (B - (s - 1) * C)
    scalar = d * B - (1 - xi) * B
    return np.array([float(vector), float(scalar)])


def renormalized(s, xi, ell=0.0):
    """Closed MS-bar finite parts in four dimensions, m = 1."""
    L = np.log(1 - s)
    b = 2 - ell + (1 - s) * L / s
    vector = xi * (ell - 1 - 1 / s - (1 - s**2) * L / s**2)
    return np.array([vector, (3 + xi) * b - 2])


def mass_function(W, xi, ell=0.0):
    vector, scalar = renormalized(W**2, xi, ell)
    return W * vector + scalar


algebra_error = check_gamma_algebra()
assert algebra_error < 1e-12
print(f"gamma-matrix identities, largest error: {algebra_error:.1e}")

# Momentum integral against the parameter formula in a convergent dimension.
eps_direct = 0.3
print(f"direct integral dimension d = {4 - 2 * eps_direct:.1f}, mu = m")
largest = 0.0
for s in (-1.44, 0.81):
    for xi in GAUGES:
        direct = np.array(direct_integral(s, eps_direct, xi))
        formula = parameter_formula(s, eps_direct, xi)
        largest = max(largest, np.abs(direct - formula).max())
        print(f"s={s:5.2f} m^2 xi={xi:.0f}: direct Sigma_V/a={direct[0]:.6f},"
              f" Sigma_S/a={direct[1]:.6f}")
assert largest < 1e-6
print(f"direct minus parameter formula, largest: {largest:.1e}")

# Values at +eps and -eps separate the pole from the finite part.
small = 1e-3
for xi in GAUGES:
    for s in (-1.44, 0.81):
        for mu2 in (1.0, 0.5):
            plus = parameter_formula(s, small, xi, mu2)
            minus = parameter_formula(s, -small, xi, mu2)
            pole = small * (plus - minus) / 2
            finite = (plus + minus) / 2
            # Both estimates have errors of order eps^2.
            assert np.allclose(pole, [-xi, 3 + xi], rtol=0, atol=2e-4)
            closed = renormalized(s, xi, -np.log(mu2))
            assert np.allclose(finite, closed, rtol=0, atol=2e-4)
            if s < 0 and mu2 == 1.0:
                print(f"xi={xi:.0f}: numerical 1/eps coefficients/a: "
                      f"V={pole[0]:.4f}, S={pole[1]:.4f}")
for s in (-1.44, 0.81):
    for xi in GAUGES:
        v, sc = renormalized(s, xi)
        print(f"s={s:5.2f} m^2 xi={xi:.0f}: MS-bar Sigma_V/a={v:.5f}, "
              f"Sigma_S/a={sc:.5f}")

# Approach to the mass shell.
for W in (0.9, 0.99, 0.999, 0.9999):
    gauge_part = mass_function(W, 0.0) - mass_function(W, 1.0)
    print(f"W={W:.4f} m: Landau minus Feynman, /(a m) = {gauge_part:.6f}")
for xi in GAUGES:
    for ell in (0.0, 2.0):
        shell = mass_function(1 - 1e-10, xi, ell)
        assert abs(shell - (4 - 3 * ell)) < 1e-6
        if ell == 0.0:
            print(f"xi={xi:.0f}: on-shell Sigma/(a m) at mu=m = {shell:.6f}")

# Infrared logarithm in the slope, from numerical differentiation.
eta, h = 1e-6, 1e-8
for xi in GAUGES:
    for ell in (0.0, 0.8):
        W = 1 - eta
        slope = (mass_function(W + h, xi, ell)
                 - mass_function(W - h, xi, ell)) / (2 * h)
        predicted = xi * (ell + 2) - 6 - 2 * (3 - xi) * np.log(2 * eta)
        assert abs(slope - predicted) < 2e-3
        if ell == 0.0:
            print(f"xi={xi:.0f}: slope/a at W=(1-1e-6)m = {slope:.3f}")

# The gauge part of the dimensionally regulated on-shell slope cancels.
B_shell, _, C_shell = parameter_integrals(1.0, -0.4)
cancel = float(B_shell - 2 * C_shell)
assert abs(cancel) < 1e-8 and abs(B_shell) > 0.1
print(f"d=4.8 on shell: B={float(B_shell):.6f}, "
      f"2m^2C={float(2 * C_shell):.6f}")

# Electron example and the unexpanded, truncated pole equation.
alpha = const.fine_structure
a_phys = alpha / (4 * np.pi)
hartree = const.physical_constants["Hartree energy"][0]
rest = const.m_e * const.c**2 / hartree
shift = a_phys * mass_function(1 - 1e-10, 0.0)
print(f"alpha = {alpha:.9f}, a = {a_phys:.6e}")
print(f"electron rest energy = {rest:.3f} hartree")
print(f"(M - m)/m at mu=m, order alpha = {shift:.7f}")
print(f"(M - m)c^2 at order alpha = {shift * rest:.3f} hartree")


def truncated_pole(a, xi, ell):
    return brentq(lambda W: W - 1 - a * mass_function(W, xi, ell),
                  0.9, 1 - 1e-13, xtol=1e-15, rtol=1e-14)


ell = 2.0                              # mu = m/e
print(f"truncated equation: mu/m = {np.exp(-ell / 2):.6f}")
for label, a, tolerance in (("alpha", a_phys, 0.10),
                            ("alpha/10", a_phys / 10, 0.02)):
    roots = [truncated_pole(a, xi, ell) for xi in GAUGES]
    first = a * (4 - 3 * ell)
    spread = roots[0] - roots[2]
    leading = 3 * a * first * (-ell - 2 * np.log(-2 * first))
    # Relative corrections are of order a times a logarithm.
    assert abs(spread / leading - 1) < tolerance
    print(f"{label}: order-alpha M/m - 1 = {first:.6e}")
    for xi, root in zip(GAUGES, roots):
        print(f"  xi={xi:.0f}: truncated root M/m - 1 = {root - 1:.6e}")
    print(f"  M(0)-M(3): {spread:.4e} m; leading formula {leading:.4e} m")

print("success")
```

Output:

```
gamma-matrix identities, largest error: 3.6e-15
direct integral dimension d = 3.4, mu = m
s=-1.44 m^2 xi=0: direct Sigma_V/a=-0.000000, Sigma_S/a=10.268321
s=-1.44 m^2 xi=1: direct Sigma_V/a=-3.385367, Sigma_S/a=14.546788
s=-1.44 m^2 xi=3: direct Sigma_V/a=-10.156101, Sigma_S/a=23.103723
s= 0.81 m^2 xi=0: direct Sigma_V/a=-0.000000, Sigma_S/a=15.521824
s= 0.81 m^2 xi=1: direct Sigma_V/a=-5.724777, Sigma_S/a=21.989251
s= 0.81 m^2 xi=3: direct Sigma_V/a=-17.174330, Sigma_S/a=34.924105
direct minus parameter formula, largest: 7.1e-10
xi=0: numerical 1/eps coefficients/a: V=0.0000, S=3.0000
xi=1: numerical 1/eps coefficients/a: V=-1.0000, S=4.0000
xi=3: numerical 1/eps coefficients/a: V=-3.0000, S=6.0000
s=-1.44 m^2 xi=0: MS-bar Sigma_V/a=0.00000, Sigma_S/a=-0.53432
s=-1.44 m^2 xi=1: MS-bar Sigma_V/a=0.15627, Sigma_S/a=-0.04576
s=-1.44 m^2 xi=3: MS-bar Sigma_V/a=0.46882, Sigma_S/a=0.93135
s= 0.81 m^2 xi=0: MS-bar Sigma_V/a=-0.00000, Sigma_S/a=2.83134
s= 0.81 m^2 xi=1: MS-bar Sigma_V/a=-1.36408, Sigma_S/a=4.44178
s= 0.81 m^2 xi=3: MS-bar Sigma_V/a=-4.09225, Sigma_S/a=7.66267
W=0.9000 m: Landau minus Feynman, /(a m) = -0.382772
W=0.9900 m: Landau minus Feynman, /(a m) = -0.079439
W=0.9990 m: Landau minus Feynman, /(a m) = -0.012448
W=0.9999 m: Landau minus Feynman, /(a m) = -0.001704
xi=0: on-shell Sigma/(a m) at mu=m = 4.000000
xi=1: on-shell Sigma/(a m) at mu=m = 4.000000
xi=3: on-shell Sigma/(a m) at mu=m = 4.000000
xi=0: slope/a at W=(1-1e-6)m = 72.735
xi=1: slope/a at W=(1-1e-6)m = 48.490
xi=3: slope/a at W=(1-1e-6)m = 0.000
d=4.8 on shell: B=-1.641896, 2m^2C=-1.641896
alpha = 0.007297353, a = 5.807049e-04
electron rest energy = 18778.865 hartree
(M - m)/m at mu=m, order alpha = 0.0023228
(M - m)c^2 at order alpha = 43.620 hartree
truncated equation: mu/m = 0.367879
alpha: order-alpha M/m - 1 = -1.161410e-03
  xi=0: truncated root M/m - 1 = -1.186440e-03
  xi=1: truncated root M/m - 1 = -1.179384e-03
  xi=3: truncated root M/m - 1 = -1.165473e-03
  M(0)-M(3): -2.0967e-05 m; leading formula -2.0496e-05 m
alpha/10: order-alpha M/m - 1 = -1.161410e-04
  xi=0: truncated root M/m - 1 = -1.164805e-04
  xi=1: truncated root M/m - 1 = -1.163807e-04
  xi=3: truncated root M/m - 1 = -1.161815e-04
  M(0)-M(3): -2.9905e-07 m; leading formula -2.9814e-07 m
success
```
